\section*{The First-Order Quasi-Phase-Matching Factor 2/π for Equal Reversed Domains}

A propagation calculation for a periodically poled frequency doubler needs a decision about the nonlinear coefficient. If the numerical step resolves each domain, the material coefficient $d$ enters with its alternating sign. If the step spans many domains, a single constant $d_{\mathrm{eff}}$ must stand for the whole pattern. For domains of equal length, reversed in sign and matched in first order, that constant is $2d/\pi$. Entering $d$ instead would overstate the harmonic power by $\pi^2/4\approx2.47$ at fixed length and pump, as long as the pump is little depleted. The factor follows from one Fourier coefficient, but its use rests on conditions that the wave equation makes plain.

Take a fundamental wave of angular frequency $\omega$ and its second harmonic, both travelling along $z$ with fixed polarization. The algebra is in atomic units, with $4\pi\varepsilon_0=1$ and $c$ the speed of light. The real field is
\begin{equation}
E=\tfrac12\left[A_1e^{i(k_1z-\omega t)}+A_2e^{i(k_2z-2\omega t)}+\mathrm{c.c.}\right],
\end{equation}
where $k_1=n_1\omega/c$ and $k_2=2n_2\omega/c$. The nonlinear polarization is $P=(1/4\pi)\,2d\,s(z)E^2$, so $d$ is half the quadratic susceptibility. The pattern $s(z)$ equals $+1$ or $-1$. Poling is assumed to reverse the nonlinear coefficient and to leave the refractive indices unchanged, so that the waves meet no reflecting steps at the walls. Loss is neglected for now.

The part of $E^2$ that oscillates as $e^{-2i\omega t}$ is $\tfrac14A_1^2e^{2ik_1z}$. Written with the same prefactor $\tfrac12$ as the field, it has amplitude $\tfrac12A_1^2e^{2ik_1z}$. The polarization amplitude at $2\omega$ is therefore $(1/4\pi)\,d\,s\,A_1^2e^{2ik_1z}$. Let $E_2(z)$ be the complex harmonic field including its spatial carrier. The wave equation $\partial_z^2E-(n^2/c^2)\partial_t^2E=(4\pi/c^2)\partial_t^2P$, with $\partial_t^2\to-4\omega^2$, becomes
\begin{equation}
E_2''+k_2^2E_2=-\frac{4\omega^2}{c^2}\,d\,s(z)A_1^2e^{2ik_1z}.
\end{equation}

Suppose first that the fundamental is undepleted, so $A_1$ is constant. Variation of constants then solves this equation without assuming a slowly varying harmonic. Write $E_2=A_2e^{ik_2z}+Be^{-ik_2z}$ and use the freedom in this split to require $A_2'e^{ik_2z}+B'e^{-ik_2z}=0$. Then $E_2'=ik_2(A_2e^{ik_2z}-Be^{-ik_2z})$, and a second derivative gives
\begin{equation}
E_2''+k_2^2E_2=ik_2\left(A_2'e^{ik_2z}-B'e^{-ik_2z}\right)=2ik_2A_2'e^{ik_2z}.
\end{equation}
Equate this to the source and divide by $2ik_2e^{ik_2z}$. Since $-1/(2i)=i/2$ and $k_2=2n_2\omega/c$, the prefactor is $i(4\omega^2/c^2)/(2k_2)=i\omega/(n_2c)$. With $\Delta k=k_2-2k_1$,
\begin{equation}
A_2'=\frac{i\omega d}{n_2c}A_1^2\,s(z)e^{-i\Delta kz}.
\end{equation}
No harmonic enters from the left, so $A_2(0)=0$. The media outside are taken as index matched, so no harmonic is reflected at the ends. The forward wave at the exit is
\begin{equation}
A_2(L)=\frac{i\omega d}{n_2c}A_1^2J(L),\qquad J(L)=\int_0^Ls(z)e^{-i\Delta kz}\,dz .
\end{equation}
Everything about the pattern is contained in $J$, which has the dimension of a length.

Two uniform guides set the scale. With $s=1$ and $\Delta k=0$, $J=L$. With $s=1$ and $\Delta k\neq0$,
\begin{equation}
|J|=\left|\frac{1-e^{-i\Delta kL}}{i\Delta k}\right|=\frac{2}{|\Delta k|}\left|\sin\frac{\Delta kL}{2}\right|.
\end{equation}
This rises to $2/|\Delta k|$ at the coherence length $L_c=\pi/|\Delta k|$ and then falls, because harmonic light made later is out of phase with what is already there. Reversing the sign of $d$ at each multiple of $L_c$ turns the fall into a further rise.

Let the pattern have period $\Lambda$, with $s=+1$ for $0<z<D\Lambda$ and $s=-1$ for the rest of the period. Put $K=2\pi/\Lambda$ and expand
\begin{equation}
s(z)=\sum_mG_me^{imKz},\qquad G_m=\frac1\Lambda\int_0^\Lambda s(z)e^{-imKz}\,dz .
\end{equation}
The pattern is $-1$ everywhere plus $2$ on the positive domain. For $m\neq0$ the constant integrates to zero over a period, which leaves
\begin{align}
G_m&=\frac2\Lambda\int_0^{D\Lambda}e^{-imKz}\,dz=\frac{1-e^{-2\pi imD}}{i\pi m}\\
&=\frac{2}{\pi m}e^{-i\pi mD}\sin(\pi mD).
\end{align}
The last line takes out $e^{-i\pi mD}$ and uses $e^{ix}-e^{-ix}=2i\sin x$. The mean is $G_0=D-(1-D)=2D-1$.

For equal domains, $D=\tfrac12$. The first line then has $e^{-i\pi m}=(-1)^m$, so
\begin{equation}
G_m=\frac{2}{i\pi m}\ (m\ \text{odd}),\qquad G_m=0\ (m\ \text{even}),\qquad |G_1|=\frac2\pi .
\end{equation}
In real form the series is $s=(4/\pi)\left[\sin Kz+\tfrac13\sin3Kz+\dots\right]$. The leading sine has amplitude $4/\pi$, twice the required factor. A real sine is made of two exponentials of equal size, $e^{iKz}$ and $e^{-iKz}$, and for $\Delta k=K$ one of them cancels the mismatch while the other doubles it. Half of $4/\pi$ is what drives the harmonic steadily. Moving the origin of the pattern multiplies $G_1$ by a phase and leaves its modulus alone, so $2/\pi$ is a statement about the modulus.

Now choose $\Lambda=2\pi/\Delta k$, taking $\Delta k>0$. Each domain is then one coherence length long. Over $N$ whole periods,
\begin{equation}
J(N\Lambda)=\sum_mG_m\int_0^{N\Lambda}e^{i(m-1)Kz}\,dz=G_1N\Lambda ,
\end{equation}
since every term with $m\neq1$ completes whole cycles. The same result holds at every domain wall, as direct integration shows. Number the domains $j=0,1,2,\dots$, with sign $(-1)^j$. Domain $j$ contributes
\begin{equation}
(-1)^j\int_{j\Lambda/2}^{(j+1)\Lambda/2}e^{-iKz}\,dz=(-1)^je^{-i\pi j}\,\frac{1-e^{-i\pi}}{iK}=\frac{2}{iK}.
\end{equation}
The sign reversal cancels the phase $e^{-i\pi j}$ gathered from the mismatch, so all contributions point the same way in the complex plane. Since $2/K=\Lambda/\pi$, each equals $G_1$ times the domain length $\Lambda/2$. Thus, at the walls and with an undepleted pump,
\begin{equation}
|A_2(L)|=\frac{\omega d_{\mathrm{eff}}}{n_2c}|A_1|^2L,\qquad d_{\mathrm{eff}}=\frac2\pi d .
\end{equation}
The harmonic power is $4/\pi^2=0.405$ of that found by setting $s=1$ and $\Delta k=0$ at the same length and coefficient, with the index factors outside the phase left unchanged.

Between walls the growth is not a straight line. Inside a domain, let $u=K(z-j\Lambda/2)$, with $0\le u\le\pi$. The departure from linear growth is
\begin{equation}
J(z)-G_1z=\frac{1}{iK}\left[1-e^{-iu}-\frac{2u}{\pi}\right].
\end{equation}
Measure position from the middle of the domain by $u=\pi/2+v$. Then $e^{-iu}=-ie^{-iv}=-\sin v-i\cos v$, and the bracket becomes $(\sin v-2v/\pi)+i\cos v$. For $0\le v\le\pi/2$ the sine lies above its chord, so $0\le\sin v-2v/\pi\le\sin v$. The same holds in magnitude for negative $v$. Therefore
\begin{equation}
|J-G_1z|^2=\frac{(\sin v-2v/\pi)^2+\cos^2v}{K^2}\le\frac1{K^2}.
\end{equation}
The largest departure, $1/K=\Lambda/2\pi$, occurs at mid-domain and does not grow with distance. It matters for a guide of a few domains and fades, relative to the signal, as $1/L$.

One may ask whether another arrangement of signs within the same period would do better. Let $s$ be any real pattern with $|s|\le1$, and choose a phase $\phi$ that makes $e^{-i\phi}G_1$ real and positive. Then
\begin{equation}
|G_1|=\frac1\Lambda\int_0^\Lambda s\cos(Kz+\phi)\,dz\le\frac1\Lambda\int_0^\Lambda|\cos(Kz+\phi)|\,dz=\frac2\pi .
\end{equation}
The mean of $|\cos|$ is $(1/\pi)\int_{-\pi/2}^{\pi/2}\cos x\,dx=2/\pi$. Equality holds when $s$ follows the sign of the cosine, which is the pattern of equal domains. If the nonlinearity is erased in alternate domains instead of reversed, the pattern is $(1+s)/2$ and its first coefficient is halved to $1/\pi$. The harmonic power at fixed length then falls to one quarter of the reversed case.

Higher orders serve when the first-order period is too short to fabricate. Setting $mK=\Delta k$ makes the period $m$ times longer, and $d_{\mathrm{eff}}=|G_m|d$. For equal domains the third order has $|G_3|=2/(3\pi)=0.212$, hence one ninth of the first-order power at equal length. The second order vanishes at $D=\tfrac12$. It needs unequal domains, and at $D=\tfrac14$ its coefficient is $1/\pi$.

To convert amplitudes to power, use the mean intensity $I=nc|A|^2/8\pi$ and an effective area $S$, so that $P_i=I_iS$. In a waveguide $S$ is defined to absorb the overlap of the modes, and $n_1,n_2$ become effective indices. Substitution of $|A_1|^2=8\pi P_1/(n_1cS)$ gives
\begin{align}
P_2&=\frac{n_2cS}{8\pi}\,\frac{\omega^2d_{\mathrm{eff}}^2L^2}{n_2^2c^2}\,\frac{64\pi^2P_1^2}{n_1^2c^2S^2}\\
&=\frac{8\pi\omega^2d_{\mathrm{eff}}^2L^2P_1^2}{n_1^2n_2c^3S}.
\end{align}
For SI units, replace $4\pi$ by $1/\varepsilon_0$ in the prefactor $8\pi=2\cdot4\pi$. With $\omega=2\pi c/\lambda$, where $\lambda$ is the vacuum wavelength of the fundamental,
\begin{equation}
P_2=\frac{8\pi^2d_{\mathrm{eff}}^2L^2P_1^2}{\varepsilon_0c\,n_1^2n_2\lambda^2S}.
\end{equation}

At higher conversion the fundamental is depleted. The part of $E^2$ at $\omega$ contains $\tfrac12A_2A_1^*$, which gives a polarization amplitude $(1/4\pi)2ds\,A_2A_1^*e^{i(k_2-k_1)z}$. Neglecting the second derivative of the envelope $A_1$,
\begin{equation}
A_1'=\frac{i\omega d}{n_1c}\,s(z)A_2A_1^*e^{i\Delta kz}.
\end{equation}
If little power is exchanged in one domain, the rapidly varying factors can be replaced by their means: $se^{-iKz}\to G_1$ and $se^{iKz}\to G_{-1}=G_1^*$. Scale the amplitudes as $a_i=\sqrt{n_i}A_i/[\sqrt{n_1}|A_1(0)|]$, so that $|a_i|^2$ is the power in wave $i$ over the input power. Both equations then share one rate:
\begin{equation}
a_2'=i\kappa G_1a_1^2,\quad a_1'=i\kappa G_1^*a_2a_1^*,\quad \kappa=\frac{\omega d|A_1(0)|}{c\sqrt{n_1n_2}} .
\end{equation}
Take $a_1$ real and put $a_2=i(G_1/|G_1|)b$. This yields $b'=\kappa|G_1|a_1^2$ and $a_1'=-\kappa|G_1|ba_1$, with $b$ real. Hence $a_1^2+b^2=1$ and $b'=\kappa|G_1|(1-b^2)$, whose solution from $b(0)=0$ is a hyperbolic tangent:
\begin{equation}
\frac{P_2}{P_1}=\tanh^2(\kappa|G_1|L)=\tanh^2\sqrt{\frac{P_2^{(0)}}{P_1}} .
\end{equation}
Here $P_1$ is the input power and $P_2^{(0)}$ the undepleted result. The same $2/\pi$ thus serves with depletion, now at leading order in $\kappa/K$, as long as the pump is not nearly exhausted. The discarded non-resonant terms leave a small phase error, and once $\kappa|G_1|L$ exceeds a few units this error turns the flow of power back to the fundamental, which the hyperbolic tangent does not describe. In the example guide below, a 10 W pump has $\kappa|G_1|L=8.4$; the conversion rises above 0.99 inside the guide but falls to about 0.14 at the exit.

As an example, take doubling of 1550 nm light in a waveguide in the regime of periodically poled thin-film lithium niobate. The rough typical values are $n_1=1.90$, $n_2=2.10$, $d=25$ pm/V and $S=1.5\ \mu\mathrm{m}^2$; they are not the result of a mode calculation. The area is on the large side: a tightly confining ridge with ideal overlap has $S$ nearer $0.9\ \mu\mathrm{m}^2$, and the undepleted power scales as $1/S$. The mismatch is $\Delta k=4\pi(n_2-n_1)/\lambda=1.62$ rad/$\mu$m, and the period is
\begin{equation}
\Lambda=\frac{\lambda}{2(n_2-n_1)}=\frac{1.550}{2\times0.20}\ \mu\mathrm{m}=3.875\ \mu\mathrm{m}.
\end{equation}
A guide of 1300 periods is 5.04 mm long. The effective coefficient is $0.6366\times25=15.9$ pm/V, or 8.18 atomic units. Division of the SI power formula by $P_1^2L^2$ gives the normalized efficiency
\begin{equation}
\frac{8\pi^2(15.915\times10^{-12})^2}{\varepsilon_0c\,(1.90)^2(2.10)(1.55\times10^{-6})^2(1.5\times10^{-12})},
\end{equation}
with all inputs in SI units. This is about 2760 %/(W cm$^2$), or 27.6 W$^{-1}$cm$^{-2}$. For a 10 mW pump, $P_2=27.6\times(0.504)^2\times(0.010)^2$ W, which is 0.70 mW.

Ideal phase matching with the full $d$ would give 1.73 mW by the same undepleted formula, or 1.55 mW by the hyperbolic-tangent law. Without poling, the harmonic would peak at 0.104 nW after one coherence length. The poled guide exceeds this peak by $2600^2\approx6.8\times10^6$, because its 2600 domains add equal amplitudes in phase. The ripple, expressed as a length in $J$, is at most 0.617 $\mu$m. Relative to $2L/\pi\approx3200\ \mu$m at the exit it is about $2\times10^{-4}$. This is the complex departure, which at mid-domain is in quadrature with the signal. In a long guide the modulus $|J|$ feels only the in-phase part $(\sin v-2v/\pi)/K$, at most $0.21/K=0.13\ \mu$m, or $4\times10^{-5}$ of the signal.

Integrating both coupled equations through every domain, by a fourth-order Runge--Kutta method with ten steps per domain, lowers the 10 mW result to 0.669 mW, a factor 0.955. At 300 mW the same integration gives a conversion of 0.802, and so does the hyperbolic-tangent law to these digits. The undepleted formula would there predict more harmonic power than the pump supplies.

Fabrication errors change the Fourier coefficient or the phase of its contributions. A duty fraction of 0.45 at unchanged period multiplies the power by $\sin^2(0.45\pi)=0.976$. For random errors, note that each interior wall at $z_j=j\Lambda/2+\epsilon_j$ ends one domain and begins the next, and so contributes $2e^{-iK\epsilon_j}/(iK)$ to $J$. If the errors are independent and Gaussian with standard deviation $\sigma$, the mean amplitude falls by $e^{-K^2\sigma^2/2}$. One random sample with $\sigma=100$ nm gave a power factor of 0.975. Errors that accumulate from wall to wall are a different case.

A mismatch error $\delta=\Delta k-K$ acts differently, because its phase builds up along the guide, and even a small one matters once $\delta L$ is of order one. Keeping the near-resonant term,
\begin{equation}
\left|\frac1L\int_0^Le^{-i\delta z}\,dz\right|^2=\left[\frac{\sin(\delta L/2)}{\delta L/2}\right]^2 .
\end{equation}
An error $\delta n$ in $n_2-n_1$ gives $\delta L/2=2\pi L\,\delta n/\lambda$. With an assumed slope of $10^{-5}$ K$^{-1}$, a 5 K offset makes $\delta n=5\times10^{-5}$ and reduces the power to 0.70 of its matched value. A uniform error of $6.8\times10^{-5}$ halves it. Any other change of $n_2-n_1$ that is uniform along the guide can be judged against that figure.

Real thin-film guides break the assumption of uniform mismatch, since the effective indices depend on film thickness. Suppose $n_2-n_1$ drifts linearly by $5\times10^{-4}$ from end to end, a rough allowance for 2 nm of thickness change in a film about half a micrometre thick, with perfect matching at the centre. The accumulated phase is then quadratic in $z$, and a uniform retuning, which adds a linear phase, cannot cancel it. Numerical quadrature of the phase factor gives 0.55 of the ideal power, so 0.70 mW becomes about 0.38 mW. Propagation loss matters less here. With assumed losses of 0.3 dB/cm at the fundamental and 1.0 dB/cm at the harmonic, the corresponding integral with decaying amplitudes gives 0.91. Each factor was found with the other imperfections absent, and their product need not describe a guide that has them all. For these numbers the thickness gradient is the largest correction. It leaves the local coefficient at $2d/\pi$ and spoils the phase with which distant parts of the guide add.
